For acceptors placed at random with density $n=10^{17}\ \mathrm{cm^{-3}}$, the most probable distance from a donor to its nearest acceptor is

$$
r_{\rm mp}=\frac{1}{(2\pi n)^{1/3}}\approx 12\ \mathrm{nm}\quad(1.2\times10^{-6}\ \mathrm{cm}).
$$

"Most probable" refers here to probability per unit distance: if the distances found for many donors are sorted into narrow bins of equal width in $r$, the fullest bin lies at $r_{\rm mp}$. The density of donors does not enter, because each donor is asked only about the acceptors around it.

## Back-of-envelope estimate

Since $1\ \mathrm{cm}=10^7\ \mathrm{nm}$, a density of $1\ \mathrm{cm^{-3}}$ equals $10^{-21}\ \mathrm{nm^{-3}}$, and

$$
n=10^{17}\times10^{-21}\ \mathrm{nm^{-3}}=10^{-4}\ \mathrm{nm^{-3}}.
$$

Each acceptor has on average $10^4\ \mathrm{nm^3}$ to itself. The nearest one should lie at about the radius $c$ of a sphere that contains one acceptor on average:

$$
\frac{4\pi}{3}nc^3=1,
\qquad
c=\left(\frac{3}{4\pi n}\right)^{1/3}=13.4\ \mathrm{nm}.
$$

This fixes the scale and its dependence $n^{-1/3}$. It does not fix the numerical factor, for which the distribution is needed.

The edge of a cube holding one acceptor, $n^{-1/3}=21.5\ \mathrm{nm}$, has the same scaling but is nearly twice the distance sought. It measures the volume per acceptor, not the distance from a random point to the nearest one.

## The Hertz distribution

Assume that the acceptors are placed independently and uniformly, without regard to the donor, and that the donor is far from any surface. Put $N$ acceptors in a large volume $N/n$, so that their density is $n$. A sphere of radius $r$ around the donor has volume $V=4\pi r^3/3$. One given acceptor falls inside it with probability $V/(N/n)=nV/N$, and outside it with probability $1-nV/N$. Because the placements are independent, the probability that all $N$ lie outside is

$$
S_N(r)=\left(1-\frac{nV}{N}\right)^N .
$$

To let the crystal become large at fixed $n$, take the logarithm and expand it for small $nV/N$:

$$
\ln S_N=N\ln\left(1-\frac{nV}{N}\right)
=-nV-\frac{(nV)^2}{2N}-\dots
$$

Every term after the first vanishes as $N\to\infty$, which leaves

$$
S(r)=e^{-nV}=\exp\left(-\frac{4\pi n r^3}{3}\right)=e^{-(r/c)^3}.
$$

$S(r)$ is the probability that the nearest acceptor is farther away than $r$. The probability that it lies between $r$ and $r+dr$ is therefore $S(r)-S(r+dr)=-S'(r)\,dr$, so its density is

$$
p(r)=-\frac{dS}{dr}=4\pi n r^2\exp\left(-\frac{4\pi n r^3}{3}\right).
$$

This is the Hertz distribution. It is normalized, since $\int_0^\infty p\,dr=S(0)-S(\infty)=1$. The factor $4\pi nr^2\,dr$ is the mean number of acceptors in the thin shell, and the exponential is the chance that no acceptor lies closer.

## The peak

The logarithm of $p$ peaks where $p$ does, and it is easier to differentiate:

$$
\ln p=\ln(4\pi n)+2\ln r-\frac{4\pi n r^3}{3},
\qquad
\frac{d\ln p}{dr}=\frac{2}{r}-4\pi n r^2 .
$$

Setting the derivative to zero and multiplying by $r/2$ gives

$$
1=2\pi n r^3,
\qquad
r_{\rm mp}^3=\frac{1}{2\pi n}.
$$

The second derivative, $-2/r^2-8\pi nr$, is negative for every $r>0$, so this is the single maximum. With the numbers,

$$
r_{\rm mp}^3=\frac{1}{2\pi\times10^{-4}}\ \mathrm{nm^3}=1591.5\ \mathrm{nm^3},
\qquad
r_{\rm mp}=11.7\ \mathrm{nm}.
$$

The peak is a balance. At small $r$ the shell area grows as $r^2$ and the inner sphere is almost surely empty, so $p$ rises. At large $r$ an empty inner sphere becomes unlikely, and $p$ falls. The density of all acceptors at distance $r$, $4\pi nr^2$, has no maximum; the peak comes from the word "nearest".

Comparison with the first estimate gives $r_{\rm mp}^3=\tfrac23c^3$, so the rough answer was too large by a factor $(3/2)^{1/3}\approx1.14$. It also follows that $S(r_{\rm mp})=e^{-2/3}=0.51$: about half of the donors have their nearest acceptor beyond the peak.

## How sharp is the answer?

The median distance satisfies $S=1/2$, or $(r/c)^3=\ln2$, so that

$$
r_{\rm med}=c(\ln2)^{1/3}=11.8\ \mathrm{nm}.
$$

For the mean, integrate by parts. The boundary term $-rS$ vanishes at both ends, and the substitution $u=(r/c)^3$ then gives

$$
\langle r\rangle=\int_0^\infty S\,dr
=\frac c3\int_0^\infty u^{-2/3}e^{-u}\,du
=\frac c3\,\Gamma\!\left(\tfrac13\right)
=c\,\Gamma\!\left(\tfrac43\right)=11.9\ \mathrm{nm}.
$$

In the same way,

$$
\langle r^2\rangle=\int_0^\infty 2rS\,dr
=\frac{2c^2}{3}\,\Gamma\!\left(\tfrac23\right)=c^2\,\Gamma\!\left(\tfrac53\right),
$$

and the standard deviation is

$$
\sigma=c\sqrt{\Gamma\!\left(\tfrac53\right)-\Gamma\!\left(\tfrac43\right)^2}=4.3\ \mathrm{nm}.
$$

Peak, median and mean all round to 12 nm, but individual donors differ widely. One donor in ten has an acceptor within 6.3 nm, and one in ten has none within 17.6 nm. Only 17.5 % have their nearest acceptor within 1 nm of the peak.

A direct test placed 400,000 acceptors and 400,000 donors at random in a periodic box and measured each donor's nearest distance. The sample gave a fitted peak at 11.7 nm, a mean of 11.9 nm and a standard deviation of 4.3 nm, in agreement with the formulas.

The density need not be known well. From $r_{\rm mp}\propto n^{-1/3}$, a small relative error in $n$ produces one third of that relative error in $r_{\rm mp}$, with the opposite sign. A tenfold change in density moves the peak to 25 nm at $10^{16}\ \mathrm{cm^{-3}}$ or to 5.4 nm at $10^{18}\ \mathrm{cm^{-3}}$.

## The most probable Coulomb shift

In donor-acceptor luminescence, an electron on a neutral donor recombines with a hole on a neutral acceptor. The donor is left positive and the acceptor negative. Their attraction lowers the energy of the final state and so raises the photon energy. For separations large compared with the radii of the bound carriers, and without phonon emission,

$$
h\nu=E_g-E_D-E_A+E,
\qquad
E=\frac{C}{r},
\qquad
C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.
$$

Here $E_g$ is the band gap, and $E_D$ and $E_A$ are the donor and acceptor binding energies. For silicon, with $\varepsilon_r\approx11.7$, $C=123\ \mathrm{meV\,nm}$. The shift at $r_{\rm mp}$ is $123/11.7\approx10.5\ \mathrm{meV}$.

This is not the most probable shift. Equal bins in energy are unequal bins in distance: from $r=C/E$, $|dr/dE|=C/E^2=r^2/C$. The density in energy is therefore

$$
P(E)=p(r)\left|\frac{dr}{dE}\right|
=\frac{4\pi n}{C}\,r^4e^{-4\pi nr^3/3}.
$$

Since $r$ varies monotonically with $E$, the maximum can be sought in $r$:

$$
\frac4r-4\pi nr^2=0,
\qquad
r^3=\frac1{\pi n},
\qquad
r=14.7\ \mathrm{nm}.
$$

The most probable shift among nearest pairs is thus $123/14.7\approx8.4\ \mathrm{meV}$. The median has no such ambiguity. Half of the pairs are closer than 11.8 nm, and the same half have shifts above $C/r_{\rm med}=10.4\ \mathrm{meV}$.

## Comparison with doped silicon

Take phosphorus donors and boron acceptors in silicon. A boron density of $10^{17}\ \mathrm{cm^{-3}}$ is a moderate doping level. The material values used here are rough: lattice constant $a_0=0.543$ nm, donor radius 2 nm, and dopants that stop moving near 1300 K. That temperature applies to fast cooling: boron needs several seconds to diffuse 10 nm at 1300 K and roughly half an hour at 1100 K, so slow cooling freezes the dopants at a lower temperature.

**Discrete sites.** Substitutional acceptors occupy lattice sites, with a probability of only $2.0\times10^{-6}$ per site. A sum over the sites of the diamond lattice reproduces the Hertz mean of 11.9 nm. In bins 1 nm wide, counted from $r=0$, the probabilities differ from the Hertz values by at most $4.4\times10^{-4}$, compared with about 0.09 in a bin near the peak. The continuum is therefore adequate at this resolution.

The most probable single shell of sites, however, lies at 9.2 nm. It has 672 sites and a probability of about 0.1 %. Squared distances between sites are whole multiples of $(a_0/4)^2$, which suggests comparing with equal bins in $s=r^2$. Since $dr/ds=1/(2r)$, the density in $s$ is $2\pi nr\,e^{-4\pi nr^3/3}$. Its maximum obeys $1/r=4\pi nr^2$, which gives $r=9.3$ nm. The number of sites varies irregularly from shell to shell, so this accounts for the region of the maximum but does not select the shell.

**Attraction during processing.** While dopants are mobile, ionized donors and acceptors attract each other. Without screening, and if the dopants reach thermal equilibrium before they stop moving, the acceptor density near a donor becomes $n\,e^{r_c/r}$, where $r_c=C/(k_BT)=123/112\approx1.1$ nm at 1300 K, with the same $\varepsilon_r$ used at that temperature. The mean number of acceptors per unit distance is then $h(r)=4\pi nr^2e^{r_c/r}$. This continuum form is used only beyond the nearest-neighbour site distance, $\sqrt3\,a_0/4\approx0.24$ nm, since no acceptor can sit closer and $h$ would diverge at $r\to0$. The nearest-neighbour density is $h$ times the chance $S_h$ that no acceptor lies between this cutoff and $r$, with $S_h'=-hS_h$. Its peak satisfies $h'/h=h$, or

$$
\frac2r-\frac{r_c}{r^2}=4\pi nr^2e^{r_c/r}.
$$

This equation has two solutions. The one near $r_c/2$ is a minimum, below which the density rises again toward the cutoff but stays far smaller than at the main peak. The other is the peak, at 11.1 nm, which is 4.9 % below the random value. This unscreened shift overstates the effect in real silicon. At 1300 K the crystal contains roughly $10^{19}$ thermally generated electrons per $\mathrm{cm^3}$ and as many holes, which screen the attraction over a length of about 2 nm. Little of it is left at 11 nm, and the peak then stays within 1 % of the random value. For freezing at 1100 K the screening length grows to about 3.5 nm and the shift is about 0.5 %.

**Which pairs emit.** The 12 nm describes where the dopants are, not which pairs are brightest. If the donor electron decays as $e^{-r/a}$ and the acceptor hole is compact, the recombination rate varies as $e^{-2r/a}$. Just after every donor and acceptor has been filled, the emission from nearest pairs is proportional to $p(r)e^{-2r/a}$, with a peak at

$$
\frac2r-\frac2a=4\pi nr^2 .
$$

For $a=2$ nm the right-hand side is very small near $r=a$, so the peak lies at about 2 nm. Only 0.33 % of donors have an acceptor that close, but those pairs recombine fastest. The compact-hole assumption does not hold for boron in silicon: boron binds its hole about as weakly as phosphorus binds its electron (near 45 meV), so the two radii are comparable. If the rate is taken as the squared overlap of two exponential envelopes, the peak moves to about 3.5 nm for a hole radius of 1.4 nm and to about 4 nm for 2 nm. At 2 nm the Coulomb term $C/r\approx62$ meV also exceeds either binding energy, so the picture of separately bound carriers fails there. The result shows the direction of the effect, early light from pairs a few nanometres apart, not a precise separation.

**Fewer available acceptors.** If a random fraction $f$ of the acceptors holds a hole, the nearest available partner is governed by the density $fn$, and the peak moves out by the factor $f^{-1/3}$. For $f=1/2$ the factor is 1.26, which gives 14.7 nm. A donor at a flat surface has acceptors on one side only; the volume searched is halved, and the same factor applies.

For random bulk dopants, then, 12 nm is a sound typical distance. Of the effects considered here, the recombination rate changes the answer most when the question is about early light rather than about geometry. The computed values, apart from the screening, diffusion and two-envelope overlap estimates, are collected in the numerical output below.

## Computed values

```
acceptor density: 1.0e+17 cm^-3 = 1.0e-04 nm^-3
cube of most probable distance: 1591.5 nm^3
most probable distance, formula: 11.68 nm = 1.168e-06 cm
most probable distance, survival bins: 11.68 nm
Hertz density at peak: 0.0879 per nm
chance of no acceptor within r_mp: 0.5134
length c: 13.37 nm
median distance: 11.83 nm
mean distance: 11.93 nm
standard deviation: 4.34 nm
10 % and 90 % points: 6.31 nm, 17.65 nm
chance within 1 nm of peak: 0.175
n^(-1/3): 21.54 nm
peak at 1e16 cm^-3: 25.15 nm
peak at 1e18 cm^-3: 5.42 nm
random sample: 400000 donors, 400000 acceptors
sample peak (fit): 11.68 nm
sample median: 11.82 nm
sample mean: 11.93 nm
sample standard deviation: 4.33 nm
sample fraction within 1 nm of r_mp: 0.175
peak for equal bins in r^2: 9.27 nm
peak for equal bins in Coulomb shift: 14.71 nm
relative permittivity (rough): 11.7
Coulomb constant C: 123.1 meV nm
Coulomb shift at r_mp: 10.54 meV
most probable Coulomb shift: 8.37 meV
median Coulomb shift: 10.41 meV
silicon lattice constant (rough): 0.543 nm
site occupancy by acceptors: 2.00e-06
lattice mean distance: 11.9347 nm
lattice mean minus Hertz mean: 2.0e-05 nm
mean shift, cutoff 30 to 40 nm: 3.8e-04 nm
largest 1 nm bin probability error: 4.4e-04
fullest 1 nm lattice bin: 11 to 12 nm
most probable single shell: 9.22 nm
sites in that shell: 672
probability of that shell: 9.68e-04
freeze-in temperature (rough): 1300 K
thermal energy there: 112.0 meV
attraction length r_c: 1.10 nm
peak with unscreened attraction: 11.11 nm
shift by attraction: -4.9 %
donor radius (rough): 2.0 nm
peak of early nearest-pair emission: 1.99 nm
chance of acceptor within donor radius: 3.35e-03
```
